Principal hyperfine values of an alpha proton in a π radical

**Problem**

A planar π radical with spin S = 1/2 carries a π spin population ρ in the 2p orbital of one carbon atom. A hydrogen atom is bonded to that carbon, and its nucleus, the alpha proton, lies in the nodal plane of the orbital at distance R. Put the carbon nucleus at the origin, x along the C–H bond, z along the axis of the 2p orbital, and y perpendicular to both. The spin density of the orbital, for unit population, is that of a Slater function:

n(r) = (ζ⁵/π) z² e^(−2ζr).

It integrates to one, because ∫z² e^(−2ζr) d³r = (4π/3)·4!/(2ζ)⁵ = π/ζ⁵.

The hyperfine energy divided by h is S·A·I. Its contact part is a = Qρ with Q negative. Here Q is an input: it stands for the polarization of the C–H bond electrons by the π electron, which leaves a net spin density of opposite sign at the proton. The polarized density is assumed to act through the contact term alone, and the g factor in the dipolar coupling is taken as isotropic.

Take the round model values ζ = 1.625 bohr⁻¹ (Slater's rule for carbon), R = 2.05 bohr, Q = −70 MHz and ρ = 0.9.

(a) Find the three principal values of A and their axes.
(b) In what sense, and for which Q, do their magnitudes stand in the ratio 1 : 2 : 3?
(c) What do the magnitudes reveal about the sign of a?

**First estimate by scaling**

The energy of two magnetic dipoles separated by d is

E = (μ₀/4π)[μₑ·μₚ/d³ − 3(μₑ·d)(μₚ·d)/d⁵].

For the electron μₑ = −gₑμ_B S, and for the proton μₚ = +gₚμ_N I. The product of the two prefactors is negative, which reverses the bracket:

E/h = C Σᵢⱼ Sᵢ Iⱼ (3dᵢdⱼ − d²δᵢⱼ)/d⁵,

C = μ₀gₑμ_B gₚμ_N/(4πh a₀³) = 533.55 MHz bohr³,

where a₀ is the bohr and d is measured in bohr. If all the spin sat at the carbon nucleus, the dipolar values would be ρC/R³ times (2, −1, −1). Here ρC/R³ = 0.9 × 533.55/2.05³ = 55.7 MHz, close in size to |a| = 0.9 × 70 = 63 MHz. Adding the two parts gives

A (x, y, z) ≈ (+48, −119, −119) MHz.

This estimate shows that neither part may be neglected. It cannot be trusted for the sign of Aₓ, because the orbital is not small compared with R. Its mean square radius is 7.5/ζ², so the relative correction is of order

7.5/(ζR)² = 7.5/3.331² ≈ 0.68.

The spread of the orbital has to be treated in full.

**Exact solution within the model**

*From the integral to a potential.* For unit population the dipolar tensor is

Tᵢⱼ = C ∫ n(r)(3dᵢdⱼ − d²δᵢⱼ)/d⁵ d³r, d = r − R.

Differentiate 1/d with respect to the proton position R. Since ∂d/∂Rᵢ = −dᵢ/d, the first derivative is dᵢ/d³ and the second is −δᵢⱼ/d³ + 3dᵢdⱼ/d⁵, the kernel above. At d = 0 the second derivative also contains −(4π/3)δᵢⱼδ(d). That term would contribute in proportion to n(R), which vanishes because the proton lies in the nodal plane. Hence

Tᵢⱼ = C ∂ᵢ∂ⱼΦ, Φ(R) = ∫ n(r)/|r − R| d³r.

The trace is C∇²Φ = −4πC n(R) = 0. Reflections in the planes y = 0 and z = 0 leave Φ unchanged, so the off-diagonal elements vanish and x, y, z are the principal axes.

*Multipole expansion.* With P₂ = (3cos²θ − 1)/2,

z² = r²cos²θ = r²[1/3 + (2/3)P₂(cosθ)].

Let f(s) = (ζ⁵/π)s² e^(−2ζs). In the expansion of 1/|r − R| in Legendre polynomials, the angular integral for order l gives 4π/(2l + 1). The density contains l = 0 and l = 2, so at distance r

Φ = Φ₀(r) + Φ₂(r)P₂(cosθ),

Φ₀ = M/r + (4π/3)∫ᵣ^∞ f s ds,

Φ₂ = A₂/r³ + B₂r²,

with

M = (4π/3)∫₀ʳ f s² ds,
A₂ = (8π/15)∫₀ʳ f s⁴ ds,
B₂ = (8π/15)∫ᵣ^∞ f s⁻¹ ds.

M is the fraction of the spin inside radius r, A₂ is the quadrupole moment of that inner part, and B₂ describes the outer part.

Put q = 2ζr and let eₙ(q) be the exponential series cut after qⁿ/n!. Repeated integration by parts gives

∫₀ʳ sⁿ e^(−2ζs) ds = n!/(2ζ)ⁿ⁺¹ [1 − e^(−q)eₙ(q)].

The prefactor of M is (4ζ⁵/3)·24/(32ζ⁵) = 1. That of A₂ is (8ζ⁵/15)·720/(128ζ⁷) = 3/ζ². For B₂ the integral ∫ᵣ^∞ s e^(−2ζs) ds = (1 + q)e^(−q)/(4ζ²) is needed. Therefore

M = 1 − e^(−q)e₄(q),
A₂ = (3/ζ²)[1 − e^(−q)e₆(q)],
B₂ = (2/15)ζ³(1 + q)e^(−q).

*Derivatives at the proton.* The quantities M, A₂ and B₂ depend on r through their integration limits. In Φ₀′ the limits contribute (4π/3)f r − (4π/3)f r = 0, and in Φ₂′ they contribute (8π/15)f r − (8π/15)f r = 0. What remains is

Φ₀′ = −M/r², Φ₂′ = −3A₂/r⁴ + 2B₂r.

In the nodal plane P₂ = −1/2, so the potential there is V = Φ₀ − Φ₂/2, with

V′ = −M/r² + 3A₂/(2r⁴) − B₂r.

A small step y changes the distance from R to R + y²/(2R) and stays in the plane. The second derivative along y is therefore V′(R)/R.

A small step z changes the distance in the same way, and it also changes P₂ from −1/2 to −1/2 + (3/2)z²/R². This adds 3Φ₂/R² = 3A₂/R⁵ + 3B₂ to the second derivative.

The x value follows from the zero trace. The results are

Tₓ/C = 2M/R³ − 6A₂/R⁵ − B₂,
T_y/C = −M/R³ + 3A₂/(2R⁵) − B₂,
T_z/C = −M/R³ + 9A₂/(2R⁵) + 2B₂.

For R → ∞, M → 1 and the other terms fall off faster than 1/R³, which restores the point dipole. The numerical check tests these formulas against direct three-dimensional integration of the defining integral.

*Numbers for part (a).* At the proton q = 6.6625, which gives M = 0.79394, A₂ = 0.56679 bohr² and B₂ = 0.00560 bohr⁻³. Then M/R³ = 0.09216 bohr⁻³ and A₂/R⁵ = 0.015655 bohr⁻³. In bohr⁻³,

Tₓ/C = 0.18431 − 0.09393 − 0.00560 = 0.08478,
T_y/C = −0.09216 + 0.02348 − 0.00560 = −0.07428,
T_z/C = −0.09216 + 0.07045 + 0.01121 = −0.01050.

Multiplication by C gives T = (45.2, −39.6, −5.6) MHz, and multiplication by ρ = 0.9 gives (40.7, −35.7, −5.0) MHz. Adding a = −63 MHz to each:

Aₓ = −63.0 + 40.7 = −22.3 MHz (along C–H),
A_z = −63.0 − 5.0 = −68.0 MHz (along the 2p axis),
A_y = −63.0 − 35.7 = −98.7 MHz (perpendicular to both).

All three values are negative.

*Part (b).* Divided by the smallest magnitude, the values stand as 1 : 3.05 : 4.43, which is not 1 : 2 : 3. The pattern appears when |a|/2 = 31.5 MHz is the unit. In the order x, z, y the magnitudes are then

0.71, 2.16, 3.13,

which round to 1, 2, 3. Since A = ρ(Q + T), the factor ρ cancels in these ratios. For |Q| > Tₓ they are

2(1 − Tₓ/|Q|), 2(1 + |T_z|/|Q|), 2(1 + |T_y|/|Q|).

The first lies between 0.5 and 1.5 if 4Tₓ/3 < |Q| < 4Tₓ, that is, between 60.3 and 181 MHz. The second lies below 2.5 if |Q| > 4|T_z| = 22 MHz. The third lies between 2.5 and 3.5 if 4|T_y|/3 < |Q| < 4|T_y|, that is, between 53 and 158.5 MHz. This last condition also excludes |Q| < Tₓ. All three hold together for

4Tₓ/3 < |Q| < 4|T_y|, or 60.3 MHz < |Q| < 158.5 MHz.

Rounding is a lenient criterion. Near the upper limit the scaled values are about 1.4, 2.1 and 2.5.

A strict ratio 1 : 2 : 3 in the same order x, z, y, with three negative values, requires more. The zero trace makes the mean of the magnitudes ρ|Q|, and in this ratio the middle value equals the mean. Hence T_z = 0 and |Q| = 2Tₓ. The product R³T_z/C depends on ζR alone, and it has a zero at ζR = 3.002. With ζ = 1.625 bohr⁻¹ this means R = 1.85 bohr and Q = −98 MHz, well away from the chosen values. The ratio is thus an approximate pattern of this model. How far the direct ratio departs from 1 : 2 : 3 depends strongly on the radial shape assumed for the orbital, so the figures 3.05 and 4.43 belong to the single Slater function and should not be read as values for real alpha protons.

*Part (c).* With the field along a principal axis, and the electron Zeeman energy much larger than the hyperfine energy, the first-order splitting of the EPR line is |Aᵢ|. Suppose a were +63 MHz. The values would be

A (x, y, z) = (103.7, 27.3, 58.0) MHz,

or 3.29, 0.87 and 1.84 in units of |a|/2. These again round to the set 1, 2, 3, so the rounded pattern does not fix the sign. The unrounded sets do differ, but only through T_z: the middle magnitude is 68.0 MHz for negative a and 58.0 MHz for positive a, on either side of the mean 63 MHz. That distinction rests on the small T_z, which changes sign at ζR = 3.002. Below that value the two middle magnitudes exchange sides of the mean, so this is no reliable guide for a real radical. The axes are a firmer guide: for negative a with |Q| > (Tₓ − |T_z|)/2 = |T_y|/2 ≈ 20 MHz, which covers the whole window of part (b), the smallest splitting lies along the C–H bond, and for positive a the largest lies there. The reason is that Tₓ is positive and opposes a negative contact term.

**Comparison of the two**

The scaling estimate gave the right signs for the dipolar part, but it made Tₓ too large by a factor of 2.7 and T_y by 1.6. It overestimated T_z about elevenfold, and it gave the wrong sign for Aₓ and an axial tensor. The formula for Tₓ shows where it fails. A point dipole has Tₓ/C = 2/R³ = 0.232 bohr⁻³. Counting only the spin inside radius R lowers this to 0.184. The quadrupole moment of that inner spin removes a further 0.094, and the outer spin removes 0.006. The sum, 0.085, is little more than a third of the point value, and the contact term now outweighs it.

The axial symmetry is lost because the lobes extend along z. The quadrupole term enters T_z with three times the weight it has in T_y, and it cancels about 60% of the point-dipole value there. The reduction of the monopole term by the factor M and the outer term 2B₂ together cancel a further 30%. The small remainder puts A_z close to a, in the middle of the pattern.

In relative terms the smallest value is the most sensitive to ζ, R and Q, while ρ scales all three values alike. It is ρ(Tₓ − |Q|), a difference of comparable numbers, so a small relative change of Tₓ is magnified by Tₓ/(|Q| − Tₓ) = 45.2/24.8 ≈ 1.8. Changing ζ from 1.55 to 1.70 bohr⁻¹ raises Tₓ from 41.0 to 49.4 MHz and moves Aₓ from −26.1 to −18.6 MHz. Changing R from 2.00 to 2.10 bohr lowers Tₓ from 46.3 to 44.1 MHz, a smaller effect. The same change moves T_y from −41.8 to −37.6 MHz, a larger shift in MHz but a smaller fraction of A_y.

The model leaves out spin density on other atoms, the dipolar field of the polarized bond electrons, vibration and g anisotropy, and it fixes the radial shape of the orbital by one exponent. These limits are not small for Aₓ. For planar CH₃ at the same R, a restricted open-shell Hartree–Fock orbital gives Tₓ ≈ 33 MHz instead of 45 MHz, and with Q = −70 MHz a direct ratio near 1 : 1.8 : 2.8. Spin-unrestricted Hartree–Fock and B3LYP densities, which include the polarization, give Tₓ between 39 and 46 MHz, with shifts of 2 to 3 MHz between the cc-pVDZ and cc-pVTZ bases. Across these settings T_z lies between −3 and +2 MHz, so its sign is not settled. When π spin on neighbouring atoms is appreciable, its dipolar field can tilt the principal axes and change the ratio, and ρ no longer cancels.

Computed values

```
Slater exponent zeta: 1.625 bohr^-1
C-H distance R: 2.05 bohr
C-H distance R, converted: 1.085 angstrom
contact parameter Q: -70.0 MHz
pi spin population rho: 0.90 (no unit)
dipolar constant C: 533.55 MHz bohr^3
q = 2 zeta R: 6.6625 (no unit)
enclosed fraction M: 0.79394 (no unit)
inner moment A2: 0.56679 bohr^2
outer moment B2: 0.005603 bohr^-3
M/R^3: 0.092156 bohr^-3
A2/R^5: 0.015655 bohr^-3
closed form T/C (x,y,z): 0.084780, -0.074276, -0.010504 bohr^-3
3D quadrature T/C (x,y,z): 0.084780, -0.074276, -0.010504 bohr^-3
largest closed-form error, four cases: 1.4e-09 bohr^-3
T for unit population (x,y,z): 45.23, -39.63, -5.60 MHz
rho*T (x,y,z): 40.71, -35.67, -5.04 MHz
contact coupling a: -63.00 MHz
spin density at proton: -0.01409 bohr^-3
same relative to hydrogen 1s: -4.43 percent
total A (x,y,z): -22.29, -98.67, -68.04 MHz
|A|/(|a|/2) in order x,z,y: 0.708, 2.160, 3.132 (no unit)
|A|/|Ax| in order x,z,y: 1.000, 3.053, 4.427 (no unit)
window for |Q|, lower and upper: 60.31, 158.52 MHz
exact ratio needs zeta*R: 3.0020 (no unit)
exact ratio needs R at this zeta: 1.8474 bohr
exact ratio needs Q: -98.33 MHz
exact-case unit-population A (x,y,z): -49.16, -147.49, -98.33 MHz
point-dipole total A (x,y,z): 48.48, -118.74, -118.74 MHz
positive-contact A (x,y,z): 103.71, 27.33, 57.96 MHz
positive-contact A/(|a|/2) (x,y,z): 3.292, 0.868, 1.840 (no unit)
scaled x,z,y for Q = -65 MHz: 0.608, 2.172, 3.219 (no unit)
scaled x,z,y for Q = -75 MHz: 0.794, 2.149, 3.057 (no unit)
scaled x,z,y for Q = -80 MHz: 0.869, 2.140, 2.991 (no unit)
T (x,y,z) for zeta = 1.550 bohr^-1, R = 2.05 bohr: 40.96, -38.00, -2.97 MHz
T (x,y,z) for zeta = 1.700 bohr^-1, R = 2.05 bohr: 49.38, -41.14, -8.24 MHz
T (x,y,z) for zeta = 1.625 bohr^-1, R = 2.00 bohr: 46.30, -41.77, -4.53 MHz
T (x,y,z) for zeta = 1.625 bohr^-1, R = 2.10 bohr: 44.13, -37.62, -6.51 MHz
```
